# Why an annular detector makes dark-field imaging of atom columns nearly incoherent

Q: My scanning probe is coherent and it overlaps two neighbouring atom columns at once. Their scattered waves must interfere. Why does my annular dark-field image look as if the two columns simply added their intensities?

A: They do interfere, at every point of the detector. We must write down that interference and then see what the detector does with it.

Let the columns sit at lateral positions $\mathbf R_A$ and $\mathbf R_B$, with $\mathbf d=\mathbf R_A-\mathbf R_B$. I label detector points by $k=\theta/\lambda$, with $\theta$ the scattering angle and $\lambda$ the electron wavelength. Take elastic scattering at small angles, and for now one static atom per column, both at the same height. The specimen multiplies the probe wave by $t_At_B$. With $t_j=1+a_j$,

$$t_At_B=1+a_A+a_B+a_Aa_B .$$

The 1 returns the direct beam, a disc of the probe's semi-angle, which passes through the hole of the detector. The product $a_Aa_B$ is negligible for separated columns, because one factor is small wherever the other is large. Two waves remain. Column $j$ gives

$$\psi_j(\mathbf k)=\int P(\mathbf r)\,a(\mathbf r-\mathbf R_j)\,e^{-2\pi i\mathbf k\cdot\mathbf r}\,d^2r
\approx P_j\,f(\mathbf k)\,e^{-2\pi i\mathbf k\cdot\mathbf R_j},$$

where $P_j$ is the probe amplitude at the column and $f$ is the transform of $a$. Taking $P$ out of the integral requires an inner detector angle well above the probe angle: large $k$ probes the neighbourhood of the nucleus, over which the probe hardly changes. With $g=|f|^2$, the intensity at one detector point is

$$|\psi_A+\psi_B|^2=g(k)\left[|P_A|^2+|P_B|^2+2\,\mathrm{Re}\left(P_AP_B^*e^{-2\pi i\mathbf k\cdot\mathbf d}\right)\right].$$

The last term is a set of straight fringes across the detector, with period $1/d$ in $k$. The detector adds intensities over its area, so

$$I=S(0)\left(|P_A|^2+|P_B|^2\right)+2\,\mathrm{Re}\left[P_AP_B^*S(\mathbf d)\right],\qquad
S(\mathbf d)=\int_{\rm det}g(k)\,e^{-2\pi i\mathbf k\cdot\mathbf d}\,d^2k .$$

The ratio $\gamma=S(\mathbf d)/S(0)$ measures how much interference survives. A point detector has $|\gamma|=1$. A detector that covers many fringes averages bright against dark. The waves have not lost their phase relation; the recorded sum has lost access to it.

Q: How far does going round the ring take us, before we use its width?

A: Let $\phi$ be the angle between $\mathbf k$ and $\mathbf d$. On a thin ring of radius $k$ the fringe factor averages to

$$\frac1{2\pi}\int_0^{2\pi}e^{-2\pi ikd\cos\phi}\,d\phi=J_0(x),\qquad x=2\pi kd .$$

For large $x$, $J_0(x)\approx\sqrt{2/(\pi x)}\cos(x-\pi/4)$. The decay is slow because the ring runs tangent to the fringes at $\phi=0$ and $\pi$. There the phase is stationary over an angular range of order $x^{-1/2}$, and that part of the ring does not average out.

Take silicon viewed along [110], with a rough lattice constant of 0.543 nm. The close pair of columns has $d=0.543/4=0.1358$ nm. At 200 kV, $\lambda=0.002508$ nm, so an inner angle of 75 mrad means $k_1=0.075/0.002508=29.9\ \mathrm{nm^{-1}}$ and

$$x_1=2\pi(29.9)(0.1358)=25.5 .$$

The thin-ring envelope is $\sqrt{2/(25.5\pi)}=0.158$, and $J_0(x_1)=0.145$. A thin ring therefore still passes about 15 per cent of the interference.

Q: And the radial width?

A: It averages the oscillation of $J_0$ with $k$. Between inner and outer radii $k_1$ and $k_2$,

$$S(d)=\int_{k_1}^{k_2}2\pi k\,g(k)\,J_0(2\pi kd)\,dk .$$

The identity $\frac{d}{dk}[kJ_1(bk)]=bkJ_0(bk)$ with $b=2\pi d$ shows that $2\pi kJ_0(2\pi kd)$ is the derivative of $kJ_1(2\pi kd)/d$. Integrating by parts,

$$S(d)=\left[\frac{k g J_1(2\pi kd)}d\right]_{k_1}^{k_2}-\frac1d\int_{k_1}^{k_2}k g'J_1(2\pi kd)\,dk .$$

Since $J_1(bk)=-\frac1b\frac{d}{dk}J_0(bk)$, a second integration by parts gives

$$S(d)=\left[\frac{k g J_1(2\pi kd)}d+\frac{k g'J_0(2\pi kd)}{2\pi d^2}\right]_{k_1}^{k_2}
-\frac1{2\pi d^2}\int_{k_1}^{k_2}(kg')'J_0(2\pi kd)\,dk .$$

I drop the last integral, which is smaller by a further power of $1/(kd)$. What remains comes from the edges: the smooth interior of the annulus cancels, and a sharp edge cuts a fringe part-way.

We now need $g$. For a screened Coulomb field with screening length $a$, the projected potential is proportional to

$$\int_{-\infty}^{\infty}\frac{e^{-\sqrt{r^2+z^2}/a}}{\sqrt{r^2+z^2}}\,dz=2\int_0^\infty e^{-(r/a)\cosh s}\,ds=2K_0(r/a),$$

by the substitution $z=r\sinh s$. Because $(\nabla^2-a^{-2})K_0(r/a)=-2\pi\delta(\mathbf r)$, the transform of $K_0(r/a)$ is

$$\frac{2\pi}{4\pi^2k^2+a^{-2}}=\frac1{2\pi(k^2+\mu^2)},\qquad \mu=\frac1{2\pi a}.$$

To leading order in the phase shift $f$ is proportional to this. Constant factors cancel in $\gamma$, so I use $g=(k^2+\mu^2)^{-2}$, which gives

$$S(0)=\int_{k_1}^{k_2}\frac{2\pi k\,dk}{(k^2+\mu^2)^2}=\pi\left[\frac1{k_1^2+\mu^2}-\frac1{k_2^2+\mu^2}\right].$$

This $g$ falls steeply, so the inner edge dominates. The envelope of its leading term is

$$E=\frac{k_1g(k_1)}{d\,S(0)}\sqrt{\frac2{\pi x_1}} .$$

If $\mu\ll k_1\ll k_2$, then $S(0)\to\pi/k_1^2$ and the prefactor becomes $1/(\pi k_1d)=2/x_1$. Then $E\to(2/x_1)\sqrt{2/(\pi x_1)}$, which varies as $(k_1d)^{-3/2}$. Azimuthal averaging supplies the power $1/2$ and radial averaging supplies one further power.

Q: Put in my detector, 75 to 180 mrad.

A: The outer radius is $k_2=71.8\ \mathrm{nm^{-1}}$. The model atom has $a=0.0194$ nm and $\mu=8.19\ \mathrm{nm^{-1}}$. Then $k_1^2+\mu^2=961$ and $k_2^2+\mu^2=5218\ \mathrm{nm^{-2}}$, so

$$S(0)=\pi\left(\frac1{961}-\frac1{5218}\right)=2.67\times10^{-3}\ \mathrm{nm^2},$$

$$E=\frac{29.9/961^2}{0.1358\times2.67\times10^{-3}}\times0.158=0.014 .$$

The full integral gives $\gamma=0.0067$, and the two-term edge formula gives 0.0069. So the envelope goes from 1 for a point, to 0.16 for a thin ring, to 0.014 for the annulus.

The decay law can be tested by scanning $d$ with the detector fixed. The largest value of $|\gamma|$, measured against $E$ extrapolated as $d^{-3/2}$, is 1.04 for $d$ between 0.1 and 0.2 nm and 1.05 between 0.4 and 0.8 nm.

There are two limits to respect. The radial average needs many radians of phase across the annulus; here $2\pi d(k_2-k_1)\approx36$. A narrow annulus returns to the thin-ring result. For small $d$, on the other hand, $J_0(x)\approx1-x^2/4$ gives $\gamma\approx1-\pi^2d^2\langle k^2\rangle$, with the average weighted by $g$ over the detector. Only scatterers much closer than $1/(2\pi k_1)=0.005$ nm still add almost fully coherently.

Q: Does it rely on the steep fall of atomic scattering? And should I just keep raising the inner angle?

A: The cancellation does not rely on it. For constant $g$ the first edge term is exact, since $g'=0$:

$$\gamma=\frac{k_2J_1(2\pi k_2d)-k_1J_1(2\pi k_1d)}{\pi d\,(k_2^2-k_1^2)}=-0.0017$$

for the same annulus. Now the outer edge has the larger amplitude, because $kJ_1$ grows as $k^{1/2}$. The steep fall decides which edge matters.

As for the inner angle, here is the model with $d$ and the outer angle of 180 mrad held fixed:

| Inner angle (mrad) | $\gamma$ | $E$ |
|---|---|---|
| 25 | −0.036 | 0.040 |
| 50 | 0.0067 | 0.021 |
| 75 | 0.0067 | 0.014 |
| 100 | −0.012 | 0.011 |

Over this range the envelope falls steadily, while $\gamma$ oscillates and changes sign. The gain does not go on for ever: with the outer angle fixed, $E$ rises again above about 115 mrad, because the annulus becomes too narrow. At 100 mrad $|\gamma|$ slightly exceeds $E$, mainly because $E$ leaves out the outer edge. The equal values at 50 and 75 mrad are a coincidence of that oscillation, and 100 mrad is worse than 75 mrad at this particular spacing. A design should therefore be judged over a range of spacings. $E$ serves for this while the inner edge dominates; for a narrow annulus the outer edge counts too, and the largest $|\gamma|$ over the range is the safer measure. Raising the inner angle also discards signal: the 75–180 mrad annulus keeps 5.7 per cent of the model atom's scattering, and about 2.9 per cent for a Hartree–Fock silicon atom.

Q: If collecting more angles cancels interference, why have a hole at all?

A: First consider the scattered waves alone, collected over all angles. By Parseval's theorem their total interference equals their overlap in real space, just behind the specimen. To evaluate it, write the inverse transform of $K_0$ as

$$\int_0^\infty\frac{kJ_0(bk)}{k^2+\mu^2}\,dk=K_0(b\mu),$$

and differentiate with respect to $\mu$. The left side gives $-2\mu\int kJ_0(bk)(k^2+\mu^2)^{-2}dk$ and the right side gives $-bK_1(b\mu)$. Hence

$$S_{\rm all}(d)=2\pi\,\frac{bK_1(b\mu)}{2\mu}=\frac{\pi b}{\mu}K_1(b\mu),\qquad S_{\rm all}(0)=\frac\pi{\mu^2}.$$

With $b\mu=2\pi d\mu=d/a$,

$$\gamma_{\rm all}=\frac da\,K_1\!\left(\frac da\right)=0.0032 .$$

Direct integration of the overlapping potentials in real space also gives 0.0032. This is the underlying reason for the cancellation: waves leaving separate places are nearly orthogonal, and a complete sum over directions respects that. Cutting the sum at a sharp edge leaves a residue, which is the edge term. The value 0.0032 belongs to the single screened-Coulomb atom. A free Hartree–Fock silicon atom has a longer potential tail and gives about 0.10. That extra overlap lies at small angles, inside the hole, and its $\gamma$ for the 75–180 mrad annulus is still 0.0067.

But a complete detector also receives the direct beam. For a pure phase object $|t|=1$, so the total is $\int|Pt|^2d^2r=\int|P|^2d^2r$ wherever the probe stands. The image has no contrast. The hole creates the contrast, and its edge costs a small amount of residual coherence.

Q: What would I see in a line scan across the pair?

A: Use an aberration-free, focused probe of semi-angle 12 mrad, so $k_p=4.79\ \mathrm{nm^{-1}}$. Summing plane waves over its aperture, with the same Bessel identity, gives a normalized amplitude

$$p(r)=\frac{2J_1(y)}y,\qquad y=2\pi k_pr .$$

Here $p(d/2)=0.562$ and $p(d)=-0.047$. The signal with the probe midway, divided by the signal with it on a column, would be

$$\frac{2p(d/2)^2}{1+p(d)^2}=0.63\quad\text{(incoherent)},\qquad
\frac{[2p(d/2)]^2}{[1+p(d)]^2}=1.39\quad\text{(coherent, in phase)}.$$

The incoherent image has a dip between the columns. The coherent one is brighter midway than on either column.

A two-dimensional wave calculation that keeps the finite atom size and the full phase factor $t$ gives 0.65 for the annulus. A small detector at 78 mrad, of radius 2 mrad and placed perpendicular to $\mathbf d$, gives 1.34. Probe and specimen are the same in both cases; only the detector changes. The pixel grid affects the last digit: the grid-free values are 0.64 and 1.35.

Removing each column in turn isolates the interference. With the probe midway it is 0.94 of the summed single-column signals on the small detector, and 0.011 on the annulus. Over nine probe positions from $-d$ to $d$, the annulus interference stays below 0.8 per cent of the image peak.

Q: But you told me $\gamma$ was 0.0067, not 0.011.

A: The difference comes from the focused probe. Plane-wave illumination of the same two columns gives 0.0069 on the pixel grid and 0.0067 without it. To see what focusing adds, keep the gradient of $P$ across an atom. It adds $i\mathbf G_j\cdot\nabla_kf$ to $P_jf$, with $\mathbf G_j=\nabla P_j/2\pi$. For real $P$ and, apart from a common phase, real $f$, one column's own intensity becomes

$$|P_jf+i\mathbf G_j\cdot\nabla_kf|^2=P_j^2f^2+(\mathbf G_j\cdot\nabla_kf)^2,$$

which has no linear correction. At the midpoint, however, $P_A=P_B=P$ and $\mathbf G_B=-\mathbf G_A$, so the cross term contains

$$(Pf+i\mathbf G_A\cdot\nabla_kf)(Pf-i\mathbf G_B\cdot\nabla_kf)=(Pf+i\mathbf G_A\cdot\nabla_kf)^2 ,$$

and a linear correction survives. Keeping this gradient term alone raises the midpoint value from 0.0067 to 0.0109. For a focused probe the formula for $\gamma$ thus gives only the order of magnitude of the residue; here the actual value is about 1.6 times larger. At an inner angle of 25 mrad, only about twice the probe angle, I would trust it still less.

Q: My columns contain many atoms. Does the detector make those incoherent too?

A: Much less effectively. An atom at depth $z$ is reached with phase $2\pi z/\lambda$, and its scattered wave leaves with longitudinal wave number $k_z\approx1/\lambda-\lambda k^2/2$. Its net phase is

$$2\pi\left(\frac1\lambda-k_z\right)z=\pi\lambda k^2z .$$

This depends on $|\mathbf k|$ alone, so going round the ring averages nothing. For neighbours in one column, $c=0.384$ nm apart, the phase runs from 2.7 to 15.6 rad across the annulus. The remaining coherence is 0.33, against 0.0067 sideways.

This can damage the lateral cancellation as well. In a long static column all atoms scatter in phase when $\pi\lambda k^2c=2\pi m$, that is, on rings with

$$k_m^2=\frac{2m}{\lambda c}.$$

Two of them, at 114 and 162 mrad, fall on the detector. Scattering concentrated in thin rings is no longer smooth in $k$, and the radial average fails. The rings are equally spaced in $k^2$, and $d^2k\to\pi\,d(k^2)$, so they carry weights $g(k_m)$. The two silicon columns also differ in height by $c/2$, which adds a phase $\pi m$. The long-column limit is therefore

$$\gamma\to\frac{\sum_m(-1)^mg(k_m)J_0(2\pi k_md)}{\sum_mg(k_m)}=-0.11 .$$

With 200 static atoms per column the single-scattering sum gives −0.108. Ten static atoms already give $|\gamma|=0.076$. These values use the small-angle $k_z$; the exact $k_z$ shifts them to −0.113 and 0.079. The height offset by itself is harmless: for single atoms it gives $|\gamma|=0.0070$.

Q: Then what rescues the real image?

A: Thermal motion, in this model. Let each atom move independently, with Gaussian rms displacement $u$ along any axis. One atom's phase factor averages to $\langle e^{2\pi iku}\rangle=e^{-2\pi^2k^2u^2}$, so the cross term of two different atoms is multiplied by

$$T(k)=e^{-4\pi^2k^2u^2}.$$

An atom's own intensity is untouched. With a rough room-temperature value $u=0.0075$ nm, the exponent at $k_1$ is $(2\pi\times29.9\times0.0075)^2=1.99$ and $T=0.14$; it is smaller still further out. The coherence of neighbours in depth falls from 0.33 to 0.034, and $|\gamma|$ for ten-atom columns falls from 0.076 to 0.0005. If the displacements of two atoms have correlation $\rho$, the variance of their difference is multiplied by $1-\rho$. So is the exponent, and for positive $\rho$ the suppression of that pair is weaker. The nearest atoms of the two silicon columns are bonded, so this applies to them: an assumed $\rho=0.7$ for the bonded pairs raises the ten-atom value to 0.002.

Q: How close is all this to my microscope?

A: The voltage, the spacing and the annulus are realistic, while 12 mrad is a modest angle for an aberration-corrected probe. The weakest assumption for a real foil is single scattering. One model atom (a Hartree–Fock silicon atom gives about 10 per cent more) shifts the phase by 0.34 rad at a distance $u$ from its centre, but ten in projection shift it by 3.4 rad, so the wave is reshaped as it travels down the column. The ten-atom values therefore illustrate the direction of the thermal effect; they do not predict its size or a measured coherence. Ten atoms are also only 3.8 nm of material. A foil thicker than the depth-of-focus scale $\lambda/\alpha^2=17$ nm, with $\alpha$ the probe semi-angle, would in addition see a different probe at different depths.

Within these limits, you may read the image as a sum of column intensities if the inner angle is well above the probe angle, the annulus spans many fringes of the spacing concerned, and thermal motion smooths the scattering in $k$. Even then, the signal of one column need not be proportional to its number of atoms, because the column reshapes the wave as it travels down, so that deeper atoms are not lit like the first one. Any coherence in depth that thermal motion leaves behind adds a further departure. The numerical output lists the values used here.

## Numbers as computed

```
accelerating voltage: 200 kV
electron wavelength: 0.002508 nm
lattice constant (rough): 0.543 nm
column separation d: 0.1358 nm
atom period along column c: 0.3840 nm
height offset h: 0.1920 nm
screening length a: 0.01944 nm; mu: 8.188 1/nm
probe semi-angle: 12 mrad
annulus: 75 to 180 mrad
k_probe, k1, k2: 4.785, 29.905, 71.772 1/nm
x1 = 2 pi k1 d: 25.507
thin ring at k1, J0(x1): 0.1445
thin ring envelope: 0.1580
annulus gamma, quadrature: 0.00671
annulus gamma, two-term edge formula: 0.00687
annulus envelope E: 0.01413
annulus gamma for uniform g: -0.00174
peak/envelope, d 0.1-0.2 and 0.4-0.8 nm: 1.043, 1.051
inner 25 mrad: gamma -0.03601, envelope 0.03970
inner 50 mrad: gamma 0.00671, envelope 0.02138
inner 75 mrad: gamma 0.00671, envelope 0.01413
inner 100 mrad: gamma -0.01209, envelope 0.01131
all-angle overlap, formula: 0.00323
all-angle overlap, real space: 0.00324
hole interference / all scattering: 0.002820
annulus interference / all scattering: 0.000382
fraction of scattering in annulus: 0.0569
plane-wave simulation, annulus cross term: 0.00692
probe at midpoint, annulus cross term: 0.01090
largest annulus cross term / image peak: 0.00697
small detector: center 78 mrad, radius 2 mrad
probe at midpoint, small-detector cross term: 0.9377
midpoint/column signal, annulus: 0.6463
midpoint/column signal, small detector: 1.3375
probe amplitude at d/2 and d: 0.5624, -0.0472
midpoint/column, incoherent formula: 0.6311
midpoint/column, coherent formula: 1.3936
|gamma| with height offset: 0.00696
depth coherence of neighbors, static: 0.3253
thermal displacement u (rough): 0.0075 nm
thermal cross factor at k1: 0.1372
depth coherence of neighbors, thermal: 0.0341
ring 1: 114.3 mrad
ring 2: 161.6 mrad
lateral gamma, ring limit: -0.1100
lateral gamma, 200 static atoms: -0.1083
|gamma|, 10 static atoms: 0.0761
|gamma|, 10 vibrating atoms: 0.00047
length of 10-atom column: 3.84 nm
depth of focus scale: 17.4 nm
one-atom phase at r = u: 0.337 rad
10-atom phase at r = u: 3.37 rad
```
